# Optimum Avalanche Gain for Least Input-Referred Noise: a program that tests the result

```python
# Result under test: the avalanche gain M that minimises input-referred noise
#   N(M) = 2 I [F(M) + A/M^2],  F = k M + (1-k)(2 - 1/M),
# is the positive root of k M^3 + (1-k) M = 2 A when A > 1/2, otherwise M = 1.
# k: hole/electron ionisation ratio; I: multiplied primary current;
# A = (amplifier noise + 2 * surface current) / (2 I).
# Atomic units e = hbar = 1 make currents and noise densities energies;
# numerical values are hbar*I/e and hbar*S/e^2 in eV. Spectra are one-sided.
import numpy as np
from scipy import constants, signal
from scipy.optimize import brentq, minimize_scalar

k = 0.1
photo = 40e-6
bulk_dark = 4e-6
surface = 40e-6
amplifier = 0.025
width = 5000.0  # angstrom
primary = photo + bulk_dark
fixed_output_noise = amplifier + 2 * surface


def excess(M):
    return k * M + (1 - k) * (2 - 1 / M)


def noise(M, current):
    return 2 * current * excess(M) + fixed_output_noise / M**2


def optimum_gain(A):
    p, q = (1 - k) / k, 2 * A / k
    root = 2 * np.sqrt(p / 3) * np.sinh(
        np.arcsinh(q / 2 * (3 / p) ** 1.5) / 3)
    return max(1.0, root)


def ionisation_integral(M):
    return np.log(M / (1 - k + k * M)) / (1 - k)


def moments_from_integral_equations(integral, slope, n=600):
    """First two moments for an electron injected at the left edge.

    The electron coefficient varies linearly across the layer. The cell
    containing the starting point contributes half to each direction.
    """
    s = (np.arange(n) + 0.5) / n
    weight = integral * (1 + slope * (0.5 - s)) / n
    kernel = np.triu(np.ones((n, n)), 1) + k * np.tril(np.ones((n, n)), -1)
    kernel += 0.5 * (1 + k) * np.eye(n)
    matrix = np.eye(n) - kernel * weight
    mean = np.linalg.solve(matrix, np.ones(n))
    second = np.linalg.solve(matrix, mean**2)
    mean_edge = 1 + weight @ mean
    second_edge = mean_edge**2 + weight @ second
    return mean_edge, second_edge


def simulate_avalanches(n, alpha, rng):
    """Follow every electron and hole by exponential free flights."""
    sizes = np.ones(n)
    x = np.zeros(n)
    electron = np.ones(n, dtype=bool)
    label = np.arange(n)
    while x.size:
        rate = np.where(electron, alpha, k * alpha)
        flight = rng.exponential(size=x.size) / rate
        new_x = np.where(electron, x + flight, x - flight)
        hit = (new_x > 0) & (new_x < width)
        x, label, electron = new_x[hit], label[hit], electron[hit]
        sizes += np.bincount(label, minlength=n)
        count = x.size
        x = np.concatenate([x, x, x])
        label = np.concatenate([label, label, label])
        electron = np.concatenate(
            [electron, np.ones(count, bool), np.zeros(count, bool)])
    return sizes


A = fixed_output_noise / (2 * primary)
M_opt = optimum_gain(A)
F_opt = excess(M_opt)
N_opt = noise(M_opt, primary)
integral_opt = ionisation_integral(M_opt)
alpha_opt = integral_opt / width
N_reduced = 2 * primary * (
    1.5 * k * M_opt + (1 - k) * (2 - 1 / (2 * M_opt)))

# Minimise noise built only from discretised moment equations.
numerical_gains = []
for slope in (0.0, 1.0):
    def numerical_noise(integral):
        mean, second = moments_from_integral_equations(integral, slope)
        return (2 * primary * second + fixed_output_noise) / mean**2

    best = minimize_scalar(numerical_noise, bounds=(0.5, 2.5),
                           method="bounded", options={"xatol": 1e-8})
    mean, second = moments_from_integral_equations(best.x, slope)
    numerical_gains.append(mean)
    # Tolerances cover the second-order cell-width error near breakdown.
    assert abs(mean / M_opt - 1) < 2e-3
    assert abs(best.x / integral_opt - 1) < 1e-3
    assert abs(second / mean**2 / excess(mean) - 1) < 1e-3
    assert abs(best.fun / N_reduced - 1) < 1e-3

# Monte Carlo avalanche at the predicted operating point.
rng = np.random.default_rng(2718)
sizes = simulate_avalanches(200000, alpha_opt, rng)
mc_mean = sizes.mean()
mc_second = np.mean(sizes**2)
mean_error = sizes.std() / np.sqrt(sizes.size)
second_error = np.std(sizes**2) / np.sqrt(sizes.size)
assert abs(mc_mean - M_opt) < 5 * mean_error
assert abs(mc_second - F_opt * M_opt**2) < 5 * second_error

# Spectrum of Poisson arrivals carrying the simulated avalanche charges.
bins, arrivals_per_bin, dt = 200000, 2.0, 0.5
arrivals = rng.poisson(arrivals_per_bin, bins)
owners = np.repeat(np.arange(bins), arrivals)
charge = np.bincount(owners, weights=rng.choice(sizes, owners.size),
                     minlength=bins)
_, spectrum = signal.periodogram(charge / dt, fs=1 / dt)
measured_density = spectrum[1:-1].mean()
expected_density = 2 * arrivals_per_bin / dt * mc_second
squares = (charge - charge.mean())**2
relative_error = squares.std() / squares.mean() / np.sqrt(bins)
assert abs(measured_density / expected_density - 1) < 5 * relative_error

# Direct scans on both sides of the threshold for useful multiplication.
scan = np.geomspace(1, 200, 200001)
for trial_A in (0.2, 0.45, 0.6, 5.0, A):
    values = excess(scan) + trial_A / scan**2
    scan_gain = scan[np.argmin(values)]
    assert abs(scan_gain / optimum_gain(trial_A) - 1) < 1e-4
    directions = np.sign(np.diff(values))
    assert np.count_nonzero(np.diff(directions) != 0) <= 1

# Large-gain expansion.
q = 2 * A / k
M_leading = q ** (1 / 3)
M_corrected = M_leading - (1 - k) / (3 * k * M_leading)
assert abs(M_corrected - M_opt) < 1e-4

# Comparison operating points.
M_equal = brentq(
    lambda M: fixed_output_noise / M**2 - 2 * primary * excess(M), 1, 200)
N_equal = noise(M_equal, primary)
assert N_equal > 1.01 * N_opt
A_dark = fixed_output_noise / (2 * bulk_dark)
M_dark = optimum_gain(A_dark)
dark_scan = scan[np.argmin(noise(scan, bulk_dark))]
assert abs(dark_scan / M_dark - 1) < 1e-4
assert M_dark > M_opt

# One eV of current-noise density converted to A^2/Hz.
density_factor = constants.e**3 / constants.hbar
N_si = N_opt * density_factor
breakdown_integral = np.log(1 / k) / (1 - k)

print(f"Ionisation ratio k: {k:.1f} (dimensionless)")
print(f"Primary photocurrent: {photo:.3e} eV")
print(f"Bulk dark current: {bulk_dark:.3e} eV")
print(f"Surface dark current: {surface:.3e} eV")
print(f"Amplifier noise density: {amplifier:.5f} eV")
print(f"Multiplication width: {width:.0f} angstrom")
print(f"Total multiplied primary current: {primary:.3e} eV")
print(f"Gain-independent output noise: {fixed_output_noise:.5f} eV")
print(f"Noise ratio A: {A:.3f} (dimensionless)")
print(f"Right side 2A of cubic: {2*A:.3f} (dimensionless)")
print(f"Optimum gain: {M_opt:.4f} (dimensionless)")
print(f"Leading large-gain estimate: {M_leading:.4f} (dimensionless)")
print(f"Corrected large-gain estimate: {M_corrected:.4f} (dimensionless)")
print(f"Excess noise factor at optimum: {F_opt:.4f} (dimensionless)")
print(f"Input multiplied shot noise: {2*primary*F_opt:.4e} eV")
print(f"Input fixed-noise part: {fixed_output_noise/M_opt**2:.4e} eV")
print(f"Minimum input noise density: {N_opt:.4e} eV")
print(f"Minimum input noise density: {N_si:.4e} A^2/Hz")
print(f"Minimum input noise amplitude: {np.sqrt(N_si):.4e} A/sqrt(Hz)")
N_one = noise(1.0, primary)
print(f"Input noise density at unit gain: {N_one:.4e} eV")
print(f"Noise power ratio, unit/optimum: {N_one/N_opt:.3f}")
print(f"Noise amplitude ratio, unit/optimum: {np.sqrt(N_one/N_opt):.3f}")
for factor in (0.5, 2.0):
    ratio = noise(factor * M_opt, primary) / N_opt
    print(f"Noise power ratio at {factor:.1f} x optimum gain: {ratio:.4f}")
print(f"Equal-contribution gain: {M_equal:.4f} (dimensionless)")
print(f"Noise power ratio, equal/optimum: {N_equal/N_opt:.4f}")
print(f"Ionisation integral at optimum: {integral_opt:.5f}")
print(f"Ionisation integral at breakdown: {breakdown_integral:.5f}")
print(f"Mean electron coefficient: {alpha_opt:.5e} 1/angstrom")
print(f"Dark noise ratio A: {A_dark:.3f} (dimensionless)")
print(f"Optimum gain without light: {M_dark:.4f} (dimensionless)")
dark_penalty = noise(M_dark, primary) / N_opt
print(f"Lit noise ratio at dark-optimum gain: {dark_penalty:.4f}")
print(f"Numerical optimum gain, uniform alpha: {numerical_gains[0]:.4f}")
print(f"Numerical optimum gain, varying alpha: {numerical_gains[1]:.4f}")
print(f"Monte Carlo mean gain: {mc_mean:.3f} +/- {mean_error:.3f}")
mc_F = mc_second / mc_mean**2
print(f"Monte Carlo excess noise factor: {mc_F:.3f} (dimensionless)")
print(f"Spectrum/shot-noise law: {measured_density/expected_density:.4f}")
print("all assertions hold")
```

It prints:

```
Ionisation ratio k: 0.1 (dimensionless)
Primary photocurrent: 4.000e-05 eV
Bulk dark current: 4.000e-06 eV
Surface dark current: 4.000e-05 eV
Amplifier noise density: 0.02500 eV
Multiplication width: 5000 angstrom
Total multiplied primary current: 4.400e-05 eV
Gain-independent output noise: 0.02508 eV
Noise ratio A: 285.000 (dimensionless)
Right side 2A of cubic: 570.000 (dimensionless)
Optimum gain: 17.6952 (dimensionless)
Leading large-gain estimate: 17.8632 (dimensionless)
Corrected large-gain estimate: 17.6952 (dimensionless)
Excess noise factor at optimum: 3.5187 (dimensionless)
Input multiplied shot noise: 3.0964e-04 eV
Input fixed-noise part: 8.0097e-05 eV
Minimum input noise density: 3.8974e-04 eV
Minimum input noise density: 1.5199e-26 A^2/Hz
Minimum input noise amplitude: 1.2329e-13 A/sqrt(Hz)
Input noise density at unit gain: 2.5168e-02 eV
Noise power ratio, unit/optimum: 64.577
Noise amplitude ratio, unit/optimum: 8.036
Noise power ratio at 0.5 x optimum gain: 1.4053
Noise power ratio at 2.0 x optimum gain: 1.2512
Equal-contribution gain: 10.2117 (dimensionless)
Noise power ratio, equal/optimum: 1.2342
Ionisation integral at optimum: 2.10155
Ionisation integral at breakdown: 2.55843
Mean electron coefficient: 4.20310e-04 1/angstrom
Dark noise ratio A: 3135.000 (dimensionless)
Optimum gain without light: 39.6518 (dimensionless)
Lit noise ratio at dark-optimum gain: 1.3375
Numerical optimum gain, uniform alpha: 17.6952
Numerical optimum gain, varying alpha: 17.6952
Monte Carlo mean gain: 17.776 +/- 0.063
Monte Carlo excess noise factor: 3.545 (dimensionless)
Spectrum/shot-noise law: 0.9989
all assertions hold
```
